\section*{Algebraic Decay of Transverse Spin Current in a Clean Ferromagnet}

Consider a ferromagnet filling the half-space $x>0$, magnetized along $z$, with a weak exchange splitting. The adjoining normal metal has nearly the same Fermi wavenumber, so electrons enter the ferromagnet almost without reflection. Their spins initially point along $x$. At the Fermi energy, spin-up (majority) electrons have wavenumber $K$ and spin-down (minority) electrons have $k_d$, with $p_0=K-k_d\ll K$. An electron entering along the normal is a superposition of $e^{iKx}$ for spin up and $e^{ik_dx}$ for spin down. The relative phase is $-p_0x$, so its transverse spin turns at a uniform rate with depth and never shrinks.

An electron entering at angle $\theta$ to the normal keeps its wavevector $\mathbf q$ parallel to the interface. The two perpendicular wavenumbers then differ by
\begin{equation}
k_\uparrow-k_\downarrow=\frac{k_\uparrow^2-k_\downarrow^2}{k_\uparrow+k_\downarrow}
=\frac{K^2-k_d^2}{k_\uparrow+k_\downarrow}\simeq\frac{2Kp_0}{2K\cos\theta}=\frac{p_0}{\cos\theta}.
\end{equation}
An oblique electron spends longer reaching a given depth and precesses further. For an isotropic incident distribution, the flux through the interface carries the weight $\cos\theta$ from the normal velocity and $\sin\theta\,d\theta$ from the solid angle. With $\mu=\cos\theta$, the normalized weight is $2\mu\,d\mu$. Writing $z=p_0x$ for the dimensionless depth and substituting $s=1/\mu$, the average is
\begin{equation}
\eta=2\int_0^1\mu\,e^{-iz/\mu}\,d\mu
=2\int_1^\infty\frac{e^{-izs}}{s^3}\,ds=2E_3(iz),
\label{weak}
\end{equation}
where $E_3$ is the exponential integral of order three. One integration by parts gives
\begin{equation}
\eta=\frac{2e^{-iz}}{iz}-\frac{6}{iz}\int_1^\infty\frac{e^{-izs}}{s^4}\,ds .
\end{equation}
The last term is of order $z^{-2}$, as another integration by parts shows. Thus $\eta\simeq-2ie^{-iz}/z$: undamped precessions, averaged over directions, produce an oscillation whose amplitude falls as $1/x$. The surviving signal comes from $s=1$, normal incidence, where the precession rate has its minimum.

The approximation fails near grazing incidence, where $k_\downarrow$ can vanish or become imaginary, and it ignores reflection. Both can be treated within a free-electron model. Let the spin-dependent potential be constant inside the ferromagnet, the mass be $m$ everywhere, and the interface be flat. There is no scattering, no spin-orbit coupling and no second interface. The normal metal has Fermi wavenumber $k_N$. With $u=q^2$, the perpendicular wavenumbers at the Fermi energy are
\begin{equation}
k=\sqrt{k_N^2-u},\qquad k_\uparrow=\sqrt{K^2-u},\qquad k_\downarrow=\sqrt{k_d^2-u}.
\end{equation}
An imaginary root is taken with positive imaginary part, so that the wave decays into the ferromagnet.

Write the spinor in one channel as $\psi=(\phi_\uparrow,\phi_\downarrow)/\sqrt2$. In the normal metal $\phi_s=e^{ikx}+r_se^{-ikx}$, and in the ferromagnet $\phi_s=t_se^{ik_sx}$. Continuity of the function and its derivative requires $1+r_s=t_s$ and $k(1-r_s)=k_st_s$. Adding $k$ times the first equation to the second eliminates $r_s$:
\begin{equation}
t_s=\frac{2k}{k+k_s},\qquad r_s=t_s-1=\frac{k-k_s}{k+k_s}.
\end{equation}

The two transverse components of spin current combine into $Q_x+iQ_y$. Since $\psi^\dagger(\sigma_x+i\sigma_y)\psi=2\psi_\uparrow^*\psi_\downarrow=\phi_\uparrow^*\phi_\downarrow$, the current carried by one channel is
\begin{equation}
Q_x+iQ_y=\frac{\hbar}{2}\,\frac{\hbar}{2mi}
\left(\phi_\uparrow^*\phi_\downarrow'-\phi_\uparrow^{*\prime}\phi_\downarrow\right).
\label{flux}
\end{equation}
The prime denotes $d/dx$. For the incident wave alone this equals $(\hbar/2)(\hbar k/m)$. Dividing by that value and inserting the transmitted waves, with $\phi_\uparrow^{*\prime}=-ik_\uparrow^*\phi_\uparrow^*$, gives
\begin{equation}
\frac{\phi_\uparrow^*\phi_\downarrow'-\phi_\uparrow^{*\prime}\phi_\downarrow}{2ik}
=A\,e^{i(k_\downarrow-k_\uparrow^*)x},\qquad
A=\frac{k_\uparrow^*+k_\downarrow}{2k}\,t_\uparrow^*t_\downarrow .
\label{A}
\end{equation}
On the normal-metal side the same expression equals $1-r_\uparrow^*r_\downarrow$. The cross terms between incident and reflected waves cancel: those in $\phi_\uparrow^*\phi_\downarrow'$ are $ik(r_\uparrow^*e^{2ikx}-r_\downarrow e^{-2ikx})$, and those in $\phi_\uparrow^{*\prime}\phi_\downarrow$ are identical. Continuity at the interface therefore gives $A=1-r_\uparrow^*r_\downarrow$: what enters is what arrives minus what is reflected.

Let every channel carry equal incident flux. This is the isotropic distribution used above, because $d^2q\propto\sin\theta\cos\theta\,d\theta\,d\varphi$. The channels fill a disc of radius $k_N$, and $d^2q=\pi\,du$ after the azimuthal integration. The spin current relative to the total incident one is
\begin{equation}
\eta(x)=\frac1{k_N^2}\int_0^{k_N^2}A(u)\,e^{i(k_\downarrow-k_\uparrow^*)x}\,du .
\label{eta}
\end{equation}

Take first a normal metal matched to the majority band, $k_N=K$. Then $k_\uparrow=k$ is real in every channel, $t_\uparrow=1$, and
\begin{equation}
A=\frac{k+k_\downarrow}{2k}\,\frac{2k}{k+k_\downarrow}=1,
\end{equation}
also when $k_\downarrow$ is imaginary. Minority electrons are reflected, but the reflected beam contains no spin-up part and hence no transverse spin. All the incident transverse spin current enters, and $\eta(0)=1$.

The spin current lost with depth is delivered to the magnetization. Define $\Delta^2=K^2-k_d^2$, which is $2m/\hbar^2$ times the exchange splitting. Differentiating \eqref{eta} brings down $i(k_\downarrow-k_\uparrow)$, whose product with $(k_\uparrow+k_\downarrow)/2k$ is $i(k_\downarrow^2-k_\uparrow^2)/2k=-i\Delta^2/2k$. Hence
\begin{equation}
\frac{d\eta}{dx}=-\frac{i\Delta^2}{2}\,n(x),\qquad
n(x)=\frac1{K^2}\int_0^{K^2}\frac{\phi_\uparrow^*\phi_\downarrow}{k}\,du .
\end{equation}
Here $n$ is the transverse spin density, multiplied by $\hbar/m$ and divided by the incident spin current. The factor $-i$ turns it by a right angle, as an exchange field along $z$ must. The torque per unit area accumulated between the interface and depth $x$ is $Q_{\rm in}[1-\eta(x)]$, where $Q_{\rm in}$ is the incident spin current and the real and imaginary parts are the $x$ and $y$ components. As $\eta\to0$, the total torque tends to the whole incident transverse spin current.

The integral \eqref{eta} can be done in closed form by using the precession wavenumber $p=k_\uparrow-k_\downarrow$ as the variable. Because $k_\uparrow+k_\downarrow=\Delta^2/p$, half the sum of the two relations gives $k_\uparrow=\tfrac12(p+\Delta^2/p)$. From $u=K^2-k_\uparrow^2$,
\begin{equation}
\begin{aligned}
du=-2k_\uparrow\,dk_\uparrow
&=-\frac12\left(p+\frac{\Delta^2}{p}\right)\left(1-\frac{\Delta^2}{p^2}\right)dp\\
&=-\frac12 f(p)\,dp,\qquad f(p)=p-\frac{\Delta^4}{p^3}.
\end{aligned}
\end{equation}
As $u$ rises from $0$ to $k_d^2$, $p$ moves along the real axis from $p_0$ to $\Delta$. Beyond this minority rim, $k_\downarrow=i\kappa$ with $k_\uparrow^2+\kappa^2=\Delta^2$. Then $p=k_\uparrow-i\kappa$ follows a circular arc of radius $\Delta$ and ends at $-i\Delta$. Reversing the path absorbs the minus sign:
\begin{equation}
\eta(x)=\frac1{2K^2}\int_{-i\Delta}^{p_0}f(p)\,e^{-ipx}\,dp .
\end{equation}
The only singularity of the integrand is at $p=0$, which the path avoids, and $e^{-ipx}$ decays towards $-i\infty$. The integral is therefore a difference of two tails,
\begin{equation}
\begin{aligned}
\eta(x)&=\frac{G(-i\Delta)-G(p_0)}{2K^2},\qquad
G(P)=\int_P^{-i\infty}f(p)\,e^{-ipx}\,dp,\\
G(P)&=e^{-iPx}\left(\frac{P}{ix}-\frac1{x^2}\right)-\frac{\Delta^4}{P^2}E_3(iPx).
\end{aligned}
\label{closed}
\end{equation}
The first term of $G$ is the elementary integral of $p\,e^{-ipx}$. The second follows from $p=Ps$ and the definition of $E_3$ in \eqref{weak}, with the path rotated where necessary within the region of decay.

Repeated integration by parts gives the large-depth expansion
\begin{equation}
G(P)=e^{-iPx}\left[\frac{f(P)}{ix}+\frac{f'(P)}{(ix)^2}+\frac{f''(P)}{(ix)^3}+\cdots\right].
\label{parts}
\end{equation}
At $P=p_0$, the identity $\Delta^2=p_0(K+k_d)$ yields
\begin{equation}
\begin{aligned}
f(p_0)&=p_0-\frac{(K+k_d)^2}{p_0}
=\frac{(K-k_d)^2-(K+k_d)^2}{p_0}=-\frac{4Kk_d}{p_0},\\
f'(p_0)&=1+\frac{3\Delta^4}{p_0^4}=1+\frac{3(K+k_d)^2}{p_0^2}.
\end{aligned}
\end{equation}
At $P=-i\Delta$, $f=0$ and $f'=4$, so that endpoint contributes approximately $-2e^{-\Delta x}/(Kx)^2$, which is exponentially small. Inserting the $p_0$ terms in \eqref{closed} gives
\begin{equation}
\begin{aligned}
\eta(x)&=-i\,\frac{2k_d}{K}\,\frac{e^{-ip_0x}}{p_0x}
\left[1+\frac{ic}{x}+\frac{d}{x^2}+O(x^{-3})\right],\\
c&=-\frac{f'(p_0)}{f(p_0)}=\frac{p_0^2+3(K+k_d)^2}{4Kk_dp_0},\\
d&=-\frac{f''(p_0)}{f(p_0)}=-\frac{3(K+k_d)^2}{Kk_dp_0^2}.
\end{aligned}
\label{result}
\end{equation}
The last line uses $f''(p_0)=-12\Delta^4/p_0^5=-12(K+k_d)^2/p_0^3$. The leading law needs $x\gg c$. The first correction is imaginary, so it shifts the phase by about $c/x$. The modulus is corrected only at the next order, by the factor $1+(d+c^2/2)/x^2$.

The power of $x$ can be read directly from the channels. Near $u=0$,
\begin{equation}
p\simeq p_0+au,\qquad a=\frac12\left(\frac1{k_d}-\frac1K\right)=\frac{p_0}{2Kk_d}.
\label{a}
\end{equation}
Channels remain in phase with normal incidence only while $aux\lesssim1$. They occupy a disc in $\mathbf q$ space whose area is proportional to $1/x$. The exponent thus depends on the two transverse dimensions and on a quadratic minimum of $p$. If $p$ were the same in every channel, there would be no dephasing.

For weak splitting, at fixed $z=p_0x$, the coefficient $\Delta^4/(2K^2p_0^2)=(K+k_d)^2/(2K^2)$ tends to $2$. The elementary part of $G(p_0)$ becomes negligible, as does $G(-i\Delta)$, and \eqref{closed} returns to $2E_3(iz)$. In the same limit $c\to3/p_0$, so the asymptotic regime is $p_0x\gg3$.

The opposite limit is a minority band whose bottom reaches the Fermi energy. As $k_d\to0$ the leading amplitude vanishes and $c\to1/k_d$ diverges, so the $1/x$ law retreats to ever larger depths. At $k_d=0$, $p_0=\Delta=K$, $f(p_0)=0$ and $f'(p_0)=4$. The second term of \eqref{parts} then gives
\begin{equation}
\eta(x)\simeq\frac{2e^{-iKx}}{(Kx)^2}.
\end{equation}
If the minority band lies above the Fermi energy, every channel has $\operatorname{Im}k_\downarrow\ge\kappa_0$, where $\kappa_0$ is the decay constant at $q=0$. Since $A=1$, it follows that $|\eta|\le e^{-\kappa_0x}$, and the algebraic tail is absent.

The evanescent channels also matter when $k_d>0$. If they were discarded, the path would stop at $p=\Delta$. There $f(\Delta)=0$ and $f'(\Delta)=4$, which would leave a term $-2e^{-i\Delta x}/(Kx)^2$. The evanescent channels supply the opposite term. The minority rim is an ordinary interior point of the complete path and produces no oscillation of its own.

As an example, take a Fermi energy of $6.0$~eV above the majority band bottom, an exchange splitting of $2.0$~eV, the free-electron mass and a matched normal metal. These are round model parameters. The wavenumbers are $K=12.549$ and $k_d=10.246$~nm$^{-1}$, so $p_0=2.303$~nm$^{-1}$ and the precession period is $2\pi/p_0=2.73$~nm. The other scale is $\Delta=\sqrt{12.549^2-10.246^2}=7.245$~nm$^{-1}$. The minority wave is evanescent beyond $54.7^\circ$, in a fraction $1-k_d^2/K^2=1-4/6=1/3$ of the channels. Their decay lengths start at $1/\Delta=0.138$~nm and grow without limit towards the rim.

At $30^\circ$ the precession wavenumber is $2.767$~nm$^{-1}$, whereas the weak-splitting estimate $p_0/\cos30^\circ$ gives $2.66$~nm$^{-1}$. This channel gains $0.465$ radian per nanometre on normal incidence and is opposite to it after $\pi/0.465\simeq6.8$~nm. The leading law is
\begin{equation}
|\eta|\simeq\frac{2k_d}{Kp_0x}
=\frac{2(10.246)}{(12.549)(2.303)}\,\frac{\text{nm}}{x}
=\frac{0.709\ \text{nm}}{x}.
\end{equation}
Direct summation over channels gives the following values:
\begin{center}
\begin{tabular}{rrrrr}
$x$ (nm) & $\operatorname{Re}\eta$ & $\operatorname{Im}\eta$ & $|\eta|$ & leading $|\eta|$\\
0.5 & $-0.072$ & $-0.598$ & 0.602 & 1.418\\
2 & 0.236 & 0.168 & 0.289 & 0.355\\
10 & 0.0551 & 0.0431 & 0.0700 & 0.0709\\
50 & $-0.0128$ & 0.0061 & 0.0142 & 0.0142
\end{tabular}
\end{center}
At $0.5$~nm the leading law exceeds one and has no meaning, since this depth is smaller than $c=1.32$~nm. At $10$~nm it overestimates the modulus by $1.4\%$ of the summed value. Equation \eqref{result} accounts for this: $d=-2.29$~nm$^2$ and $c^2/2=0.87$~nm$^2$, so the relative correction is $-1.41/100$.

The phase converges more slowly. At $10$~nm, $p_0x=23.03$ radians, and the leading expression has phase $-23.03-\pi/2$, equivalent to $30.6^\circ$. The summed components give $\arctan(0.0431/0.0551)=38.0^\circ$. The predicted advance, $\arctan(c/x)=\arctan0.132=7.5^\circ$, closes the gap to about $0.1^\circ$.

The modulus reaches $0.10$ at $6.90$~nm and $0.01$ at $70.9$~nm. Another factor of ten in suppression costs about a factor of ten in depth, where an exponential would require only a fixed additional depth. The accumulated torque settles equally slowly. The part still to be delivered beyond depth $x$ is exactly $Q_{\rm in}\eta(x)$, so the torque circles its final value at a distance that shrinks only as $1/x$. At $10$~nm the accumulated torque is $1-\eta=0.945-0.043i$ in units of $Q_{\rm in}$, which differs from its final value of $1$ by $0.070$ in modulus.

Direct channel summation and the closed form \eqref{closed} agree to $5\times10^{-16}$ in absolute value at the depths tested. The local exponent of $|\eta|$ between $100$ and $200$~nm is $-0.9998$. After the $ic/x$ correction, the remainder relative to the leading law is $9.1\times10^{-4}$ at $50$~nm, equal to $|d|/x^2$ at this precision, and it falls fourfold when the depth doubles. The numerical output also confirms the size of the evanescent term that cancels the false rim oscillation.

For an unmatched interface, the same expansion \eqref{a} around normal incidence gives $\eta\simeq A(0)e^{-ip_0x}/(ik_N^2ax)$, or
\begin{equation}
\eta(x)\simeq-i\,\frac{2Kk_dA(0)}{k_N^2}\,\frac{e^{-ip_0x}}{p_0x},\qquad
A(0)=\frac{2k_N(K+k_d)}{(k_N+K)(k_N+k_d)}.
\label{unmatched}
\end{equation}
Setting $k_N=K$ gives $A(0)=1$ and restores \eqref{result}. When $k_N>k_d$, the outer rim lies among evanescent minority states and its contribution is exponentially small. Numerical sums for two such interfaces agree with \eqref{unmatched} to better than $0.1\%$ of the leading term at large depth.

When $k_N<k_d$, both spin waves still propagate at the rim $u=k_N^2$, and a second oscillation appears. Let $\alpha=\sqrt{K^2-k_N^2}$ and $\beta=\sqrt{k_d^2-k_N^2}$ be the wavenumbers there. For small $k$, $k_\uparrow\simeq\alpha+k^2/2\alpha$ and $k_\downarrow\simeq\beta+k^2/2\beta$, so
\begin{equation}
p\simeq\alpha-\beta-bk^2,\quad b=\frac12\left(\frac1\beta-\frac1\alpha\right),\quad
A\simeq Ck,\quad C=\frac{2(\alpha+\beta)}{\alpha\beta}.
\end{equation}
The channel measure is $2k\,dk$. Using $\int_0^\infty k^2e^{-sk^2}dk=\tfrac{\sqrt\pi}{4}s^{-3/2}$ with $s=-ibx$, approached from positive real part, the rim contributes
\begin{equation}
\eta_{\rm rim}(x)\simeq\frac{C\sqrt\pi}{2k_N^2}\,
e^{-i(\alpha-\beta)x}\,(-ibx)^{-3/2}.
\end{equation}
It is weaker than the $1/x$ term at large depth because transmission vanishes at grazing incidence. In the case tested, subtracting \eqref{unmatched} from the numerical sum leaves this term with a discrepancy of $2.3\%$ of its own size.

These results describe ballistic electrons at one energy in a semi-infinite crystal. In a film, waves reflected from the far side add to the transmitted ones, and \eqref{eta} no longer holds. Scattering removes electrons from the channels summed here, so the algebraic tail can be expected only at depths short of the mean free path. The depths of tens of nanometres in the example illustrate the asymptotic law; they describe a real metal only if its mean free path is longer still. A non-spherical band structure changes $p(\mathbf q)$, and with it the amplitude and possibly the exponent.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Fermi energy above majority bottom: 6.0 eV
exchange splitting: 2.0 eV
majority wavenumber K: 12.5491 1/nm
minority wavenumber k_d: 10.2463 1/nm
precession wavenumber p0: 2.3028 1/nm
precession period 2 pi/p0: 2.7285 nm
precession wavenumber at 30 degrees: 2.7674 1/nm
Delta: 7.2453 1/nm
evanescent decay length 1/Delta: 0.1380 nm
critical angle: 54.74 degrees
evanescent channel fraction: 0.3333
leading modulus times depth: 0.7091 nm
phase-correction length c: 1.3207 nm
eta at the interface (real part): 1.000000
depth/nm, Re eta, Im eta, |eta|, leading |eta|:
  0.5  -0.07150  -0.59805  0.60231  1.41826
  1.0  -0.44589  -0.01752  0.44623  0.70913
  2.0   0.23574   0.16773  0.28932  0.35457
  5.0   0.13017  -0.03622  0.13511  0.14183
 10.0   0.05512   0.04308  0.06996  0.07091
 20.0  -0.03201   0.01497  0.03533  0.03546
 50.0  -0.01279   0.00611  0.01417  0.01418
depth where |eta| = 0.10: 6.901 nm
depth where |eta| = 0.01: 70.893 nm
local exponent, 100 to 200 nm: -0.99985
largest closed-form difference: 4.5e-16
relative remainder at 50 nm: 9.13e-04
relative remainder at 100 nm: 2.29e-04
false rim term size at 200 nm: 3.175e-07
evanescent sum size at 200 nm: 3.175e-07
unmatched leading-law error: 8.15e-04
small-Fermi-surface rim error: 2.26e-02
\end{verbatim}
